# Why second variation underestimates 6p splittings, and the p1/2 local orbital

**Question.** In the linearized augmented plane wave (LAPW) method, spin–orbit coupling can be added by second variation: the scalar-relativistic problem is solved first, and the spin–orbit operator is then diagonalized in its eigenstates. How does the resulting $6p_{3/2}$–$6p_{1/2}$ splitting of lead and bismuth differ from the Dirac value in the same potential, which part of the Dirac $p_{1/2}$ function is responsible, and why does one extra local orbital built from that function repair it?

**Answer.** With the standard pair of radial functions the splitting comes out too small, by about $12\%$ in the free-atom potentials of lead and bismuth used here. The scalar-relativistic (SR) radial functions form a complete set, so the fault lies in truncation. Inside an atomic sphere the LAPW basis offers the $p$ channel two radial functions, and near the nucleus both have a shape that the $p_{1/2}$ function does not share. The mismatch starts at the nucleus but is not confined to it. The part left out extends outward through the core region, and it has a small norm and a large energy. A local orbital built from the $p_{1/2}$ function at a nearby energy contains almost all of it, so one such orbital is enough when its energy lies within a few tenths of a hartree of the level.

## The Dirac equation as an SR operator plus a spin–orbit term

Hartree atomic units are used, with a point nucleus of charge $Z$, a spherical potential $V(r)$ and $a=Z/c$. With the rest energy removed, the large and small components obey

$$(V-E)\psi_L+c\,\sigma\!\cdot\!p\,\psi_S=0,\qquad c\,\sigma\!\cdot\!p\,\psi_L+(V-E-2c^2)\psi_S=0 .$$

Define $K(r)=1/(2M)=c^2/(2c^2+\varepsilon-V)$. For $\varepsilon=E$ the second equation gives $\psi_S=(K/c)\,\sigma\!\cdot\!p\,\psi_L$, and the first becomes $(\sigma\!\cdot\!p\,K\,\sigma\!\cdot\!p+V)\psi_L=E\psi_L$. The product rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ splits the kinetic operator into $p\!\cdot\!Kp+i\sigma\!\cdot\!(p\times Kp)$. Since $p\times p=0$, the cross product acts on $K$: $p\times Kp=-iK'\,\hat r\times p=-i(K'/r)L$. The second term is therefore $(K'/r)\,\sigma\!\cdot\!L=\xi\,L\!\cdot\!S$, because $\sigma=2S$, with

$$\xi=\frac{2K'}{r}=\frac{2K^2V'}{c^2r}=\frac{V'}{2M^2c^2r},$$

where $K'=c^2V'/(2c^2+\varepsilon-V)^2=K^2V'/c^2$ was used. On a state of good $j$, $L\!\cdot\!S$ takes the value $\lambda=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$, which for $l=1$ is $-1$ ($p_{1/2}$, $\kappa=1$) or $+\tfrac12$ ($p_{3/2}$, $\kappa=-2$). The radial large component $g$ obeys

$$H_\lambda g\equiv-\frac1{r^2}\left(r^2Kg'\right)'+\left[\frac{2K}{r^2}+V+\lambda\xi\right]g=Eg .$$

Setting $\lambda=0$ gives the Koelling–Harmon SR operator $H_0$, so $H_\lambda=H_0+\lambda\xi$. The associated energy form is $h(g,g)=\int[Kr^2g'^2+(2K+r^2V+\lambda r^2\xi)g^2]\,dr$, with norm $\int g^2r^2dr$.

To have one linear Hermitian operator, $\varepsilon$ is frozen at the SR valence $p$ level. The Hellmann–Feynman theorem gives the cost. Since $\partial K/\partial\varepsilon=-K^2/c^2$,

$$\frac{dE}{d\varepsilon}=-\frac{\int (K^2/c^2)\,|\sigma\!\cdot\!p\,\psi_L|^2}{\int|\psi_L|^2}=-\frac{N_f}{N_g}\quad(\varepsilon=E),$$

the ratio of small to large norm. For Pb $6p_{1/2}$ it is $5.7\times10^{-5}$ and the level lies 42 mHa below $\varepsilon$, so freezing moves it by about $0.002$ mHa. The frozen operator can stand for the Dirac equation for valence levels. For core levels, far from $\varepsilon$, this estimate does not apply, and they enter below as eigenstates of the frozen operator.

## Shape near the nucleus

For $r\ll r_c=Z/(2c^2)$ the term $Z/r$ dominates $2c^2$, so $K\to c^2r/Z$ and $\xi=2K'/r\to 2c^2/(Zr)$. The centrifugal term $2K/r^2$ tends to the same $2c^2/(Zr)$, and $V=-Z/r=-a^2c^2/(Zr)$. All three are equally singular, and for $\lambda=-1$ the spin–orbit term cancels the centrifugal one at this order. Put $g=r^s$. Then $r^2Kg'=(c^2/Z)\,s\,r^{s+2}$, whose derivative divided by $r^2$ is $(c^2/Z)\,s(s+2)\,r^{s-1}$. The term $Eg$ is one power of $r$ weaker. Dividing by $(c^2/Z)r^{s-1}$ leaves $-s(s+2)+2+2\lambda-a^2=0$, and with $s=\gamma-1$, so that $s(s+2)=\gamma^2-1$,

$$g\propto r^{\gamma-1},\qquad \gamma^2=3+2\lambda-a^2 .$$

For Pb the values of $\gamma$ are $0.8012$ ($p_{1/2}$), $1.6254$ (SR) and $1.9084$ ($p_{3/2}$). The energy does not appear, so each regular SR $p$ solution starts as $r^{0.6254}$, and a finite sum of them vanishes at least as fast. The $p_{1/2}$ function starts as $r^{-0.1988}$, and its ratio to an SR function $u$ diverges as $r^{-0.8242}$. The $p_{3/2}$ exponent differs from the SR one by $0.283$ in the other direction.

The mismatch reaches beyond $r_c$. For $r_c\ll r\ll1/Z$, $K\approx\tfrac12$ and $\xi\approx Z/(2c^2r^3)$. With $\rho=Zr$, screening and the valence energy neglected, the equation divided by $Z^2$ is

$$-\tfrac12\left(g''+\frac{2g'}{\rho}-\frac{2g}{\rho^2}\right)-\frac g\rho+\frac{\lambda a^2}{2\rho^3}\,g=0 .$$

At zeroth order $g=\rho$. The spin–orbit term then supplies $\lambda a^2/(2\rho^2)$, which a constant $\delta$ balances through $\delta/\rho^2$, so $\delta=-\lambda a^2/2$. The equation as written drops the correction $K-\tfrac12\approx-r_c/(2r)=-a^2/(4\rho)$, which is of the same order: acting on $g=\rho$ it supplies $a^2/(4\rho^2)-a^2/(2\rho^2)=-a^2/(4\rho^2)$ and adds a further constant $a^2/4$. That constant is the same for every $\lambda$, including $u$ itself, so it cancels from $g_\lambda/u$ at first order in $a^2$. Since $a^2/(2\rho)=r_c/r$, the leading result is $g_\lambda/u\propto1-\lambda r_c/r$, an excess for $p_{1/2}$ and a deficit half as large for $p_{3/2}$. For Se ($r_c=9.05\times10^{-4}$ bohr) the factor $1+r_c/r$ is $1.09$ at $r=0.01$ bohr; the computed ratio of the normalized functions is $1.136$, which also contains the proportionality constant that this local argument does not fix and corrections of higher order in $\rho=Zr=0.34$, the first of which is a term $(\lambda a^2/6)\ln\rho$ in $g_\lambda/u$, so the comparison is qualitative. For Pb the window from $r_c=0.0022$ to $1/Z=0.0122$ bohr is too narrow for either limit to be clean: the computed ratios are $24.8$, $4.41$, $1.51$, $1.28$ at $r=10^{-4},10^{-3},10^{-2},10^{-1}$ bohr, and the first two differ by a factor $5.6$ where the pure power law gives $10^{0.8242}=6.7$. The region matters because half of $\zeta=\langle u|\xi|u\rangle$ accumulates inside $0.017$ bohr.

## Projecting on SR eigenstates

Let $H_0u_n=E_nu_n$ for the same frozen $K$, and $H_\lambda g=Eg$. Take the overlap of the second equation with $u_n$ and move $H_0$ to the left by two partial integrations. The surface term $Kr^2(u_ng'-gu_n')$ scales as $r^{3}r^{\gamma+\gamma_{SR}-3}$ and vanishes at the origin. Hence

$$(E-E_n)\,c_n=\lambda\langle u_n|\xi|g\rangle,\qquad c_n=\langle u_n|g\rangle .$$

For the valence state, $u_v=u$ and $E_v=\varepsilon$:

$$E_j-\varepsilon=\lambda\zeta_j,\qquad \zeta_j=\frac{\langle u|\xi|g_j\rangle}{\langle u|g_j\rangle},\qquad \Delta=E_{3/2}-E_{1/2}=\zeta_{1/2}+\tfrac12\zeta_{3/2}.$$

First-order theory replaces $g_j$ by $u$ and gives $\Delta=\tfrac32\zeta$. Expanding $g=\sum c_nu_n$ gives $\zeta_j=\zeta+\sum_{n\ne v}\xi_{vn}c_n/c_v$ with $\xi_{vn}=\langle u|\xi|u_n\rangle$. At lowest order $c_n/c_v=\lambda\xi_{nv}/(\varepsilon-E_n)$, so

$$\zeta_j\approx\zeta+\lambda S,\qquad S=\sum_{n\ne v}\frac{\xi_{vn}^2}{\varepsilon-E_n},\qquad \Delta\approx\tfrac32\zeta+\left(\tfrac14-1\right)S .$$

The second-order shift $\lambda^2S$ has the same sign for both levels and is four times larger for $p_{1/2}$, so three quarters of it survives in the splitting. Core states ($E_n<\varepsilon$) add positive terms to $S$ and higher states add negative ones, so the sign of $S$ is not fixed in advance. The computed order $\zeta_{1/2}>\zeta>\zeta_{3/2}$ in all three atoms corresponds to $S<0$, in line with the excess $1+r_c/r$ of $g_{1/2}$ where $\xi$ is large.

## What LAPW can represent

In a sphere of radius $R$ each LAPW basis function has the $p$ radial part $Au+B\dot u$, where $u$ solves $H_0u=\varepsilon u$ and $\dot u=\partial u/\partial E$. Differentiating the equation at frozen $K$ gives $(H_0-\varepsilon)\dot u=u$. First-variational eigenstates are sums of basis functions, so keeping all empty bands returns the LAPW space itself and no new radial shape. The model of that limit for one atom is a trial space that is a given finite span inside $R$, unrestricted outside, and continuous at $R$. A kink at $R$ is allowed, since $h$ contains first derivatives alone, and $\xi$ is kept outside the sphere as well. Basis A is $\{u,\dot u\}$. Basis C adds the $n_c$ lowest SR $p$ eigenfunctions that vanish at $R$, which represent the core shells $2p$ to $5p$ ($n_c=4$) in Pb and Bi.

Write $g=\phi+\chi$, where $\phi$ is the trial function that equals $g$ for $r\ge R$ and is nearest to it in norm inside. The missed part $\chi$ vanishes at and beyond $R$. Let $b(v,w)=h(v,w)-E\langle v|w\rangle$. Because $g$ is an eigenfunction, $b(g,w)=0$ for any continuous $w$ of finite energy, and

$$b(\phi,\phi)=b(g,g)-2b(g,\chi)+b(\chi,\chi)=b(\chi,\chi)=w_\chi\,\bar e_\chi ,$$

with weight $w_\chi=\langle\chi|\chi\rangle$ and mean energy $\bar e_\chi=b(\chi,\chi)/w_\chi$ measured from $E$. The energy of the projected function exceeds $E$ by $w_\chi\bar e_\chi/\langle\phi|\phi\rangle$. A small weight is thus no guarantee of a small error.

A bound needs one more step. Let $\theta_1\le\theta_2\le\dots$ be the eigenvalues of $H_\lambda$ in the trial space (Ritz values) and $E^{(1)}\le E^{(2)}\le\dots$ the full ones, which on a radial grid are those of a finite symmetric matrix. The first $k$ Ritz vectors span $k$ dimensions, so some combination of them is orthogonal to the $k-1$ lowest full eigenstates. Its energy is at least $E^{(k)}$, by that orthogonality, and at most $\theta_k$, being an average of $\theta_1,\dots,\theta_k$. Thus $\theta_k\ge E^{(k)}$. The same argument, with a larger trial space in the role of the full one, shows that $\theta_k$ cannot rise when functions are added. The $6p$ level is $E^{(5)}$ in each $j$ channel. In basis C the four lowest Ritz values are used by the core, so the valence value is $\theta_5\ge E_j$. In basis A the valence-like root has a lower index and is bounded from below by a core level, which says nothing useful.

With level errors $\delta_j=\theta-E_j$, the splitting in a basis is $\Delta+\delta_{3/2}-\delta_{1/2}$. At second order a basis made of SR eigenstates reproduces its own terms of $S$ and omits the rest, so

$$\delta_j\approx\lambda^2\sum_{n\ \mathrm{missing}}\frac{\xi_{vn}^2}{E_n-\varepsilon}.$$

If the core is present, the missing states lie above $\varepsilon$, each term is positive, $\delta_{1/2}\approx4\delta_{3/2}$, and the splitting is too small by about $\tfrac34\delta_{1/2}$. If the core is absent too, its terms are negative and the error is a difference: missed lowering from high states minus missed repulsion from the core. The underestimate in basis A is then a computed result for a given atom and not a theorem.

The trend with $Z$ follows from the scaled equation, in which relativity enters only through $a^2$: the spin–orbit term carries $\lambda a^2$, and the $\lambda$-independent correction to $K$ carries $a^2$. The second-order term is one power of $a^2$ above the first, so the part of the relative deficit that comes from $r\sim1/Z$ grows as $a^2$ at leading order.

## The local orbital

Let $g_{1/2}(r;\varepsilon)$ be the regular $\kappa=1$ large component at the energy $\varepsilon$, which is known before the spin–orbit level is. The local orbital is $\alpha u+\beta\dot u+g_{1/2}(r;\varepsilon)$, set to zero outside the sphere. One relation between $\alpha$ and $\beta$ makes it vanish at $R$; the remaining freedom does not change the span $\{u,\dot u,g_{1/2}(\varepsilon)\}$. The target inside the sphere is

$$g_{1/2}(E)=g_{1/2}(\varepsilon)+(E-\varepsilon)\,\dot g_{1/2}+\dots$$

The first term is now in the space, with its $r^{\gamma_{1/2}-1}$ start. The missed part is of order $(E-\varepsilon)$ times whatever of $\dot g_{1/2}$ the three functions fail to describe, and $b(\chi,\chi)$ is quadratic in it. The argument weakens if the local orbital is built at an energy far from the level. For Pb in basis C the remaining $p_{1/2}$ error is $0.003$ mHa for an orbital at $\varepsilon-0.3$ Ha, $0.5$ mHa at $\varepsilon+0.5$ Ha, $3$ mHa at $\varepsilon+1$ Ha and $13$ mHa at $\varepsilon+3$ Ha. In basis A an orbital at $\varepsilon-3.5$ Ha, near the $5p$ shell, raises the error from $7$ to $17$ mHa.

The same function helps $p_{3/2}$. Expand the solutions at fixed $\varepsilon$ and fixed value at $R$ as $g_\lambda=u+\lambda\chi_1+\lambda^2\chi_2+\dots$. Then $g_{1/2}-u=-\chi_1+\chi_2$ and $g_{3/2}-u=\tfrac12\chi_1+\tfrac14\chi_2$, so

$$g_{3/2}=u-\tfrac12\left(g_{1/2}-u\right)+\tfrac34\chi_2+\dots$$

The first-order part is covered and $\tfrac34\chi_2$ is not. The expansion is not uniform as $r\to0$, where the exponents differ, so this is a leading-order statement. It predicts that once the orbital is added the larger remaining error can sit in $p_{3/2}$, which turns the deficit into a small excess.

## Numbers for Pb, Bi and Se

The potential is a self-consistent, spherical, spin-unpolarized local-density potential (Slater exchange, Perdew–Wang 92 correlation) obtained with the scalar zeroth-order regular approximation and then held fixed; $R=2.5$ bohr. Splittings are differences of one-electron levels in this potential. Level errors are relative to the unrestricted solution of $H_\lambda$ on the same grid, which agrees with direct integration of the two-component Dirac equation ($55.57$ against $55.56$ mHa for the Pb splitting). The numerical check printed below tests the exponents, the freezing slope, the two projection identities and the bounds, using $g$ from the direct integration and $u_n$, $H_\lambda$ from the grid matrix.

For Pb, $\varepsilon=-136.07$ mHa and the Dirac levels are $-178.36$ and $-122.80$ mHa on this grid. These absolute levels carry a discretization error of about $0.03$ mHa: a finer discretization gives $-178.392$ and $-122.825$ mHa, in line with $\varepsilon+\lambda\zeta_j$, and a Dirac splitting of $55.57$ mHa. First order gives $\tfrac32\times29.892=44.84$ mHa. The projection formula gives $42.317+\tfrac12\times26.498=55.57$ mHa. The shifts $\zeta_{1/2}-\zeta=12.4$ and $\zeta-\zeta_{3/2}=3.4$ mHa stand in the ratio $3.7$, where second order gives $2$, so higher orders are large in Pb; for Se the ratio is $0.484/0.213=2.3$.

The overlap $\langle u|g_{1/2}\rangle$ is $0.9877$. In basis A the missed weight is $4.34\times10^{-3}$ with mean energy $1.77$ Ha, and the product is $7.7$ mHa, close to the Ritz error $\delta_{1/2}=7.014$ mHa. With $\delta_{3/2}=0.505$ mHa the splitting is $55.57+0.505-7.014=49.06$ mHa, short by $11.7\%$ of the full value: $1.335$ eV against the Dirac $1.512$ eV.

Basis C separates the two signs. The squared core overlaps sum to $0.0030^2+0.0066^2+0.0162^2+0.0554^2=3.4\times10^{-3}$, comparable to the drop in missed weight from $4.34\times10^{-3}$ to $1.15\times10^{-3}$. The weight falls by nearly a factor of four while the missed energy doubles, to $1.15\times10^{-3}\times13.37$ Ha $=15.4$ mHa, as expected when the negative core terms leave $\chi$. The Ritz errors rise to $18.673$ and $3.797$ mHa, in the ratio $4.9$ (second order: $4$; Se: $0.723/0.167=4.3$). The energy of $\phi$ lies below $\theta_5$ here, which is allowed, because it is an average over all Ritz values including the four core ones. The splitting is $55.57+3.797-18.673=40.69$ mHa, short by $26.8\%$. A larger SR basis has made the result worse, and basis A owes part of its accuracy to cancellation; its ratio $7.014/0.505=14$, far from $4$, shows that the second-order scaling does not describe that difference in Pb.

SR local orbitals converge slowly. Adding to C all sphere eigenfunctions up to $10$, $100$ and $1000$ Ha ($2$, $9$ and $32$ functions) lowers $\delta_{1/2}$ to $16.7$, $13.5$ and $9.5$ mHa, so half of the error lies above $1000$ Ha. The other half lies below it, so the missed part is spread over many energy and length scales and is not confined to $r\lesssim1/Z$; the kinetic energy $Z^2/2\approx3400$ Ha of structure of size $1/Z$ gives only the order of magnitude of the midpoint.

One $p_{1/2}$ local orbital added to C takes $\delta_{1/2}$ from $18.673$ to $0.001$ mHa and $\delta_{3/2}$ from $3.797$ to $0.231$ mHa. The splitting becomes $55.57+0.231-0.001=55.80$ mHa, an excess of $0.4\%$ caused by the remaining $p_{3/2}$ error. The control, one SR orbital at $\varepsilon+1$ Ha, leaves $17.634$ mHa. In basis A the $p_{1/2}$ orbital gives errors of $-0.007$ and $0.020$ mHa, the first negative since no bound holds, and a splitting of $55.60$ mHa or $1.513$ eV.

The control behaves differently in basis A. There the SR orbital lowers $\delta_{1/2}$ from $7.014$ to $1.983$ mHa and pushes $\delta_{3/2}$ to $-0.152$ mHa, so the splitting is $55.57-0.152-1.983=53.4$ mHa and about two thirds of the deficit is gone. It cannot have supplied the missing shape, since it starts as $r^{0.6254}$ and gains $1.0$ mHa of $18.7$ in the bounded basis. The mechanism is not resolved here. The errors in basis A carry no bound and the same orbital does little in basis C, so this improvement is not evidence of convergence, and its size and sign need not carry over to another potential or orbital energy.

| splitting (mHa) | Pb | Bi | Se |
|---|---|---|---|
| full | 55.57 | 72.79 | 14.22 |
| $\tfrac32\zeta$ | 44.84 | 58.68 | 13.85 |
| A | 49.06 | 63.71 | 13.97 |
| A + $p_{1/2}$ | 55.60 | 72.84 | 14.22 |
| C | 40.69 | 53.06 | 13.67 |
| C + $p_{1/2}$ | 55.80 | 73.11 | 14.23 |

Bismuth repeats the pattern: basis A gives $1.734$ eV against the Dirac $1.980$ eV, short by $12.5\%$, and the local orbital restores $1.982$ eV. For the $4p$ level of Se the deficit is $1.8\%$, $0.380$ against $0.387$ eV. The Pb-to-Se ratio of deficits in the bounded basis C is $26.77/3.90=6.9$, against $(0.5984/0.2481)^2=5.8$ for $a^2$, which agrees in order only: the two atoms differ also in shell, number of core states and screening, so the prefactor of $a^2$ need not be the same, and the gap between $6.9$ and $5.8$ does not measure higher orders in $a^2$. Basis A gives $11.71/1.79=6.5$, but its deficit is a difference of terms of opposite sign, so that closer value is not a test of the scaling. These percentages belong to a free atom, a point nucleus, a fixed potential, one sphere radius and a linearization energy placed at the SR level. For Pb the basis A deficit runs from $11.1\%$ at $R=2.0$ bohr to $13.1\%$ at $R=3.0$ bohr, and lies between $11.6\%$ and $14.2\%$ for linearization energies shifted by $\pm0.1$ and $\pm0.3$ Ha. A finite nucleus removes the divergence below its radius, roughly $10^{-4}$ bohr, which is well inside $r_c$; with a Gaussian nucleus of rms radius $5.5$ fm and the electronic potential unchanged, the Pb splitting becomes $55.54$ mHa, the basis A deficit stays at $11.7\%$, and the local orbital still removes it. The changes brought by a crystal potential or by self-consistency with spin–orbit coupling are not computed here.

## Table of computed values

```
c = 137.035999 a.u.; 1 Ha = 27.211386 eV; R = 2.5 bohr; box = 24.94 bohr
grid step in ln r = 0.005; r_min = 1.032e-06 bohr; control SR LO at eps + 1 Ha
Coulomb Z=82 2p kappa=1: Sommerfeld -957.6812, shooting -957.6812, matrix -957.6812 Ha
Coulomb Z=82 2p kappa=-2: Sommerfeld -860.2016, shooting -860.2016, matrix -860.2016 Ha
== Pb Z=82: Z/c = 0.5984, r_c = 2.183e-03 bohr, 1/Z = 0.0122 bohr
gamma 1/2,SR,3/2: formula 0.8012 1.6254 1.9084; measured 0.8012 1.6254 1.9084
eps = -136.07 mHa; zeta = 29.892 mHa; half of zeta inside 0.0168 bohr
Dirac E1/2, E3/2 = -178.36, -122.80 mHa; Nf/Ng(1/2) = 5.71e-05
|g1/2/u| at r = 1e-4,1e-3,1e-2,1e-1 bohr: 24.777 4.408 1.510 1.284
|<u_n|g1/2>|, n = 2p upward: 0.0030 0.0066 0.0162 0.0554 0.9877
zeta_1/2 = 42.317 mHa; zeta_3/2 = 26.498 mHa
chi(A): weight 4.338e-03, energy 7.684 mHa, mean 1.77 Ha
chi(C): weight 1.150e-03, energy 15.375 mHa, mean 13.37 Ha
error 1/2 / 3/2 (mHa): A 7.014/0.505; A+SR LO 1.983/-0.152; A+p1/2 LO -0.007/0.020
error 1/2 / 3/2 (mHa): C 18.673/3.797; C+SR LO 17.634/3.284; C+p1/2 LO 0.001/0.231
C + SR LOs to 10,100,1000 Ha (count: error 1/2): 2: 16.697, 9: 13.470, 32: 9.472 mHa
splitting (mHa): shooting 55.56, matrix 55.57, 1.5 zeta 44.84
splitting (mHa): A 49.06, A+p 55.60, C 40.69, C+p 55.80
splitting (eV): Dirac 1.512, A 1.335, A+p1/2 LO 1.513
deficit (%): A 11.71, C 26.77, A+p -0.05, C+p -0.41
== Bi Z=83: Z/c = 0.6057, r_c = 2.210e-03 bohr, 1/Z = 0.0120 bohr
gamma 1/2,SR,3/2: formula 0.7957 1.6227 1.9061; measured 0.7957 1.6227 1.9061
eps = -175.14 mHa; zeta = 39.121 mHa; half of zeta inside 0.0165 bohr
Dirac E1/2, E3/2 = -230.55, -157.77 mHa; Nf/Ng(1/2) = 7.14e-05
|g1/2/u| at r = 1e-4,1e-3,1e-2,1e-1 bohr: 25.254 4.455 1.507 1.264
|<u_n|g1/2>|, n = 2p upward: 0.0035 0.0075 0.0181 0.0601 0.9871
zeta_1/2 = 55.439 mHa; zeta_3/2 = 34.692 mHa
chi(A): weight 5.436e-03, energy 10.584 mHa, mean 1.95 Ha
chi(C): weight 1.586e-03, energy 19.962 mHa, mean 12.59 Ha
error 1/2 / 3/2 (mHa): A 9.823/0.746; A+SR LO 4.666/0.020; A+p1/2 LO -0.012/0.041
error 1/2 / 3/2 (mHa): C 24.905/5.177; C+SR LO 23.528/4.464; C+p1/2 LO 0.001/0.321
C + SR LOs to 10,100,1000 Ha (count: error 1/2): 2: 22.305, 9: 18.035, 32: 12.738 mHa
splitting (mHa): shooting 72.78, matrix 72.79, 1.5 zeta 58.68
splitting (mHa): A 63.71, A+p 72.84, C 53.06, C+p 73.11
splitting (eV): Dirac 1.980, A 1.734, A+p1/2 LO 1.982
deficit (%): A 12.47, C 27.10, A+p -0.07, C+p -0.44
== Se Z=34: Z/c = 0.2481, r_c = 9.053e-04 bohr, 1/Z = 0.0294 bohr
gamma 1/2,SR,3/2: formula 0.9687 1.7142 1.9846; measured 0.9688 1.7142 1.9845
eps = -244.52 mHa; zeta = 9.230 mHa; half of zeta inside 0.0456 bohr
Dirac E1/2, E3/2 = -254.22, -240.00 mHa; Nf/Ng(1/2) = 6.24e-05
|g1/2/u| at r = 1e-4,1e-3,1e-2,1e-1 bohr: 7.607 1.959 1.136 1.011
|<u_n|g1/2>|, n = 2p upward: 0.0019 0.0070 0.9998
zeta_1/2 = 9.714 mHa; zeta_3/2 = 9.017 mHa
chi(A): weight 1.002e-04, energy 0.323 mHa, mean 3.22 Ha
chi(C): weight 4.711e-05, energy 0.725 mHa, mean 15.38 Ha
error 1/2 / 3/2 (mHa): A 0.321/0.066; A+SR LO 0.226/0.043; A+p1/2 LO -0.000/0.001
error 1/2 / 3/2 (mHa): C 0.723/0.167; C+SR LO 0.638/0.145; C+p1/2 LO 0.000/0.002
C + SR LOs to 10,100,1000 Ha (count: error 1/2): 2: 0.576, 9: 0.376, 33: 0.195 mHa
splitting (mHa): shooting 14.22, matrix 14.22, 1.5 zeta 13.85
splitting (mHa): A 13.97, A+p 14.22, C 13.67, C+p 14.23
splitting (eV): Dirac 0.387, A 0.380, A+p1/2 LO 0.387
deficit (%): A 1.79, C 3.90, A+p -0.01, C+p -0.01
```
